# Energy-Conserving Particle-in-Cell Forces and the Loss of Momentum Conservation

**Q.** A particle-in-cell code deposits charge on a grid, solves for a potential and interpolates a force back. Each operation is approximate. Why should any energy be conserved?

**A.** Because the force can be chosen as the derivative of an energy that the grid defines. The approximate system then has a Hamiltonian of its own. Let me fix a model in which every term can be followed.

Take $N$ identical electron sheets in one dimension, with positions $x_p$, velocities $v_p$, areal charge $q<0$ and areal mass $m$. The box is periodic, with $M$ cells of width $h$, length $L=Mh$ and nodes $x_g=gh$. Fixed ions form a uniform neutralizing background. There are no collisions, electrodes or magnetic forces. SI units are used, since discharge parameters are stated in them, and energies are per unit area unless given per electron.

A shape function $S_g(x)=S(x-x_g)$, with $S$ even and repeated periodically, shares a sheet among the nodes. It satisfies $\sum_gS_g(x)=1$. The node charges are

$$Q_g=q\sum_pS_g(x_p)-\frac{qN}{M},\qquad \sum_gQ_g=0 .$$

The potential obeys the discrete Poisson equation

$$\frac{\epsilon_0}{h}\left(2\phi_g-\phi_{g+1}-\phi_{g-1}\right)=Q_g,\qquad\text{or}\qquad K\phi=Q .$$

The matrix $K$ is symmetric. It annihilates constants, so I fix $\sum_g\phi_g=0$ and write the solution as $\phi=GQ$.

**Q.** Which energy do you assign to this grid?

**A.** The electrostatic energy of the node charges,

$$W(x_1,\dots,x_N)=\tfrac12\sum_g\phi_gQ_g=\tfrac12Q^TGQ .$$

It is also a field energy. Define $E_{g+1/2}=(\phi_g-\phi_{g+1})/h$. The Poisson equation becomes Gauss's law, $\epsilon_0(E_{g+1/2}-E_{g-1/2})=Q_g$. Insert this and relabel $g\to g+1$ in the second term, which periodicity permits:

$$W=\frac{\epsilon_0}{2}\sum_g\phi_g(E_{g+1/2}-E_{g-1/2})
=\frac{\epsilon_0}{2}\sum_gE_{g+1/2}(\phi_g-\phi_{g+1})
=\frac{\epsilon_0h}{2}\sum_gE_{g+1/2}^2 .$$

**Q.** When a sheet moves, the potential changes too. Differentiating only the shape function seems to leave half of the work out.

**A.** The change of potential must be included, and it supplies the missing half. For a small displacement,

$$dW=\tfrac12\,dQ^T\,GQ+\tfrac12\,Q^TG\,dQ .$$

The two terms are equal if $G$ is symmetric. To see that it is, take neutral charge sets $Q$ and $R$, with $\phi=GQ$ and $\psi=GR$. Then

$$R^TGQ=(K\psi)^T\phi=\psi^TK\phi=\psi^TQ=Q^TGR .$$

Since $dQ$ is neutral as well, $dW=\phi^TdQ$. The background is fixed, so $\partial Q_g/\partial x_p=qS_g'(x_p)$, and

$$\boxed{F_p=-\frac{\partial W}{\partial x_p}=-q\sum_g\phi_gS_g'(x_p)}$$

Adding a constant to $\phi$ changes nothing, because $\sum_gS_g'=0$. If a field solver had a nonsymmetric $G$, the derivative of $W$ would instead contain $\tfrac12(G+G^T)Q$ in place of $\phi$.

**Q.** What does this force look like for shapes one would use?

**A.** For the linear shape, a sheet at $x=x_j+sh$ with $0<s<1$ has $S_j=1-s$ and $S_{j+1}=s$. The derivatives are $-1/h$ and $+1/h$, so

$$F_p=-q\,\frac{\phi_{j+1}-\phi_j}{h}=qE_{j+1/2}.$$

The charge is shared linearly, but the force is constant across a cell apart from the response of the field to the motion.

For the quadratic shape, let $j$ be the nearest node and $d=(x-x_j)/h$, with $|d|\le\tfrac12$. The weights are $S_{j\pm1}=\tfrac12(\tfrac12\pm d)^2$ and $S_j=\tfrac34-d^2$. Differentiation gives

$$F_p=-\frac qh\left[-(\tfrac12-d)\phi_{j-1}-2d\,\phi_j+(\tfrac12+d)\phi_{j+1}\right]
=q\left[(\tfrac12-d)E_{j-1/2}+(\tfrac12+d)E_{j+1/2}\right].$$

In the last form $\phi_j$ has coefficient $[-(\tfrac12-d)+(\tfrac12+d)]/h=2d/h$, as required. The force interpolates the cell fields linearly and is continuous.

**Q.** I would like to see the formula compared with something that does not use $G$.

**A.** Gauss's law gives the cell fields by adding up node charges and subtracting the mean field. The resulting $W$ can be differenced numerically. I used 660 sheets at random positions in 33 cells and moved one sheet by $\pm10^{-5}h$. For the first sheet and the quadratic shape, the difference and the formula both give $-61.4886$ eV/cm per electron. Over 20 sheets, the worst discrepancy relative to the largest force is $4\times10^{-10}$ for the linear shape and $2\times10^{-9}$ for the quadratic one.

**Q.** Granted. Now show me the conservation law, including the moment when a sheet crosses a node.

**A.** Let $H=\sum_p\tfrac12mv_p^2+W$. With $\dot x_p=v_p$ and $m\dot v_p=F_p$,

$$\frac{dH}{dt}=\sum_pv_p\left(m\dot v_p+\frac{\partial W}{\partial x_p}\right)=\sum_pv_p(F_p-F_p)=0 .$$

For the quadratic shape $W$ has continuous first derivatives, and this holds at every instant. For the linear shape $F_p$ jumps at a node, but the node charges, and hence $W$, remain continuous. Velocities are continuous too, since the force is finite. So $H$ is constant between crossings and does not jump at an isolated crossing made with nonzero speed.

The conserved quantity is the energy of the grid model. Its conservation does not show that the grid resolves the plasma well.

**Q.** A computer takes finite steps. Does the proof survive?

**A.** Not as an identity. Consider the velocity Verlet method with step $\Delta t$. Over one step the midpoint velocity is $u=\Delta x/\Delta t$, and the end velocities are $u-F_0\Delta t/2m$ and $u+F_1\Delta t/2m$. Therefore

$$\Delta\left(\tfrac12mv^2\right)=\tfrac12(F_0+F_1)\Delta x+\frac{\Delta t^2}{8m}(F_1^2-F_0^2).$$

The first term is the trapezoidal estimate of the work. Suppose a linear-shape sheet meets a node after a fraction $\theta$ of $\Delta x$, and neglect the smooth variation of the force. The true work is $[\theta F_0+(1-\theta)F_1]\Delta x$. The trapezoidal estimate exceeds it by

$$(\theta-\tfrac12)(F_1-F_0)\Delta x ,$$

which is of first order in $\Delta t$ for each crossing. A continuous force has no such first-order term. In both cases the error should vanish as the step shrinks.

**Q.** Then why not momentum? The forces come from a potential energy, and internal forces ought to cancel.

**A.** A potential energy gives cancelling internal forces if it is unchanged by a common displacement. Shift all sheets by $a$:

$$\frac{d}{da}W(x_1+a,\dots,x_N+a)\bigg|_{a=0}=\sum_p\frac{\partial W}{\partial x_p}=-\sum_pF_p=-\frac{dP}{dt},\qquad P=\sum_pmv_p .$$

Without a grid, the pair energy depends on the separations $x_p-x_{p'}$, and a uniform periodic background contributes a constant. The total force on the electrons is then zero, even though the ions are fixed.

With the grid, a shift by $h$ merely renumbers the nodes, so $W$ is unchanged. A shift by a fraction of $h$ changes the weights, and nothing in the construction keeps $W$ fixed. The nodes act like a periodic body held at rest, able to take up momentum.

In the random configuration, a half-cell shift changes $W$ by $-2.3\times10^{-4}$ eV per electron, or 0.3% of its initial 0.073 eV per electron. Dividing each areal force by the number of electrons per sheet area, the forces on the 660 sheets sum to 73.6 eV/cm. That is a mean of $73.6/660=0.11$ eV/cm per electron. Differencing the Gauss-law energy under a common shift gives the same sum.

**Q.** Since $W$ has period $h$, does the total force average out?

**A.** Over a rigid shift it does:

$$\int_0^h\sum_pF_p(a)\,da=W(0)-W(h)=0 .$$

Real trajectories are not rigid shifts. The sheets have different velocities and their arrangement changes, so this identity does not make the momentum gained along a trajectory vanish.

**Q.** Can you identify the part of the charge density that is responsible?

**A.** Yes, with Fourier sums. Take odd $M$, $k=2\pi n/L$ with $|n|\le(M-1)/2$, and $k_g=2\pi/h$. Define $Q_k=\sum_gQ_ge^{-ikx_g}$. For $k\ne0$ the background drops out. Each sheet contributes $q\sum_gf(gh)$, where $f(y)=S(x_p-y)e^{-iky}$ and periodic images are included by letting $g$ run over all integers with the unrepeated $S$. Poisson's summation formula states

$$\sum_gf(gh)=\frac1h\sum_{m'}\int f(y)e^{-im'k_gy}\,dy .$$

Substitute $z=x_p-y$ and use the evenness of $S$. With $\hat S(\kappa)=\int S(z)e^{-i\kappa z}dz$,

$$Q_k=\sum_{m'}A_{km'},\qquad
A_{km'}=\frac qh\hat S(k+m'k_g)\sum_pe^{-i(k+m'k_g)x_p}.$$

The terms with $m'\ne0$ are aliases: short waves that the nodes cannot distinguish from the wave $k$.

Acting on $e^{ikx_g}$, the matrix $K$ gives the factor $K_k=\epsilon_0(2-2\cos kh)/h=4\epsilon_0\sin^2(kh/2)/h$. Parseval's identity for the grid then gives

$$W=\frac1{2M}\sum_{k\ne0}\frac{|Q_k|^2}{K_k}.$$

A common shift multiplies $A_{km'}$ by $e^{-i(k+m'k_g)a}$. At $a=0$,

$$\frac{dQ_k}{da}=-ikQ_k-i\sum_{m'}m'k_gA_{km'} .$$

In $dW/da=M^{-1}\sum_{k\ne0}\mathrm{Re}(Q_k^*\,dQ_k/da)/K_k$, the first part gives $-ik|Q_k|^2$, which is imaginary and drops out. Hence

$$\sum_pF_p=-\frac1M\sum_{k\ne0}\frac1{K_k}\,\mathrm{Re}\left[Q_k^*\sum_{m'\ne0}(-im'k_g)A_{km'}\right].$$

For the quadratic shape, $\hat S(\kappa)=h[\sin(\kappa h/2)/(\kappa h/2)]^3$. Keeping $|m'|\le400$ gives 73.628 eV/cm, against 73.626 eV/cm from adding the sheet forces.

**Q.** So removing the aliases would save both laws?

**A.** In this model, yes. Take the band-limited shape

$$S_g(x)=\frac1M\sum_{|n|\le(M-1)/2}e^{2\pi in(x-x_g)/L}.$$

It contains no wave outside the grid's own range, so every term with $m'\ne0$ vanishes. A shift changes only the phase of $Q_k$, and $W$ stays the same. For the same random sheets, the summed force is $3.5\times10^{-14}$ of the largest single force, which is rounding error. The price is that every sheet is coupled to all nodes, apart from accidental zeros of the weights. So a force derived from a grid energy does not always violate momentum conservation; with the linear and quadratic shapes used here, the aliases make it do so in general.

**Q.** I still suspect a subtle statistical effect. Is there a case with one particle?

**A.** Put one linear-shape sheet at fraction $s$ of cell $j$, with its own neutralizing background. Write $E_*=E_{j+1/2}$. Gauss's law, applied successively to the right, gives

$$E_{j+1/2+r}=E_*+\frac q{\epsilon_0}\left(s-\frac rM\right),\qquad r=1,\dots,M-1 .$$

The cell fields must sum to zero because the potential is periodic:

$$ME_*+\frac q{\epsilon_0}\left[(M-1)s-\frac{M-1}{2}\right]=0 .$$

Solving for $E_*$ and multiplying by $q$,

$$F=\frac{q^2}{2\epsilon_0}\left(1-\frac1M\right)(1-2s).$$

Without a grid this force would be zero. Let $u=(s-\tfrac12)h$ be the distance from the cell centre. Then $F=-\kappa u$, with $\kappa=q^2(1-1/M)/(\epsilon_0h)$. The sheet sits in a harmonic well whose depth, from centre to node, is

$$\Delta W=\frac\kappa2\left(\frac h2\right)^2=\frac{q^2h}{8\epsilon_0}\left(1-\frac1M\right).$$

Let the sheet carry $w=nh/N_c$ electrons per unit area, as it would in a plasma of density $n$ with $N_c$ sheets per cell. Then $q=-ew$ and $m=m_ew$, and with $\omega_p^2=ne^2/(\epsilon_0m_e)$,

$$\omega^2=\frac\kappa m=\frac{e^2w}{\epsilon_0m_eh}\left(1-\frac1M\right)=\frac{\omega_p^2}{N_c}\left(1-\frac1M\right).$$

**Q.** Put numbers into that well.

**A.** Take $n=10^{10}$ cm$^{-3}$, $h=0.1$ mm, $M=33$ and $N_c=20$. Then $w=(10^{16}\times10^{-4})/20=5\times10^{10}$ m$^{-2}$. The depth per electron, $\Delta W/w$, is

$$\frac{e^2wh}{8\epsilon_0}\left(1-\frac1{33}\right)=11.0\ \text{meV},\qquad
\frac{\omega}{\omega_p}=\sqrt{\frac{32/33}{20}}=0.220 .$$

Launch the sheet from the centre with half this energy, at 43.9 km/s. After half a period it is back at the centre, moving at $-43.9$ km/s. Its energy is the same and its momentum has reversed. A sheet starting at the centre with more than 11.0 meV per electron crosses the node, slowing on the way.

At fixed $n$, $h$ and $M$, the depth varies as $1/N_c$. With 200 sheets per cell it would be 1.1 meV. In a many-sheet plasma the fields of the other sheets are added, so this calculation does not predict trapping there.

**Q.** Is there a force that conserves momentum instead?

**A.** Use centred node fields $E_g=(\phi_{g-1}-\phi_{g+1})/(2h)$ and set $F_p^{\rm MC}=q\sum_gE_gS_g(x_p)$. Since $\sum_gE_g=0$, the background may be added freely:

$$\sum_pF_p^{\rm MC}=\sum_gE_gQ_g
=\frac{\epsilon_0}{2h^2}\sum_g(\phi_{g-1}-\phi_{g+1})(2\phi_g-\phi_{g+1}-\phi_{g-1}).$$

Expanding the product leaves

$$\sum_g\left[2\phi_g\phi_{g-1}-2\phi_g\phi_{g+1}+\phi_{g+1}^2-\phi_{g-1}^2\right]=0,$$

because relabelling makes the terms cancel in pairs. The total force vanishes. However, $dH/dt=\sum_pv_p(F_p^{\rm MC}-F_p)$, where $F_p$ is the derivative force, and this has no reason to vanish.

**Q.** Then compare them in a plasma, and separate grid errors from time-step errors.

**A.** I used the density and grid above, 660 sheets and an electron temperature of 3 eV. The Debye length is 0.129 mm. All runs start from the same random state with zero total momentum and last two plasma periods, 2.23 ns. The time step is 3.71 ps or one sixteenth of that. The largest departures of $H$ from its initial value, among 150 equally spaced later times, are:

- derivative force, linear shape: $2.1\times10^{-4}$ eV per electron, falling to $3.6\times10^{-5}$;
- derivative force, quadratic shape: $5.7\times10^{-6}$, falling to $2.9\times10^{-8}$;
- momentum-conserving force, quadratic shape: $1.757\times10^{-3}$, then $1.754\times10^{-3}$.

The last error survives the smaller step. For this random state it is about 0.12% of the mean thermal kinetic energy along one axis, $\tfrac12\times3=1.5$ eV.

For the quadratic derivative force, the error falls by 196, near the $16^2=256$ of a second-order error. For the linear shape it falls by only 6.0, less than the 16 of a first-order error. Two step sizes cannot settle the order of convergence or the reason for this ratio.

The momentum shows the opposite pattern. At the smaller step, the largest mean electron velocity is 4.8 km/s for the linear derivative force and 0.38 km/s for the quadratic one. These are 0.66% and 0.053% of $\sqrt{T/m_e}=726$ km/s, with $T$ in energy units. They belong to this one random state; another state can give a drift several times larger or smaller, and the gap between the two shapes can be much narrower. Between the two steps the drift histories differ by at most 4.9% and 0.1% of those maxima, so the drift is not mainly a time-step error. The momentum-conserving force leaves $7\times10^{-10}$ m/s, at rounding level.

**Q.** How close is this to an argon processing discharge?

**A.** The density and temperature are rough values for the bulk of a low-pressure discharge; the periodic box is not a complete reactor. At 10 mTorr and 300 K, with a rough cross section of $10^{-15}$ cm$^2$, an electron would have 0.083 gas collisions during the run. If each collision randomized its direction, an existing drift would decay by roughly a tenth. The ion plasma frequency times the run time is 0.047, so fixed ions are reasonable for this interval. The mean path length, with motion in all three directions counted, is 9% of a 30 mm gap, and the run covers 3% of a 13.56 MHz period. Magnetic forces between electrons are smaller than electric ones by about $(v/c)^2=6\times10^{-6}$.

Over many radio-frequency periods, collisions, walls and the drive cannot be omitted. A circuit that holds the electrodes at different prescribed voltages moves charge between them and so does work, even when the voltages are constant. The sum of kinetic and field energy is then no longer expected to stay constant; its change has to be checked against that work and the losses. The numerical output below gives the remaining digits.

## Table of computed values

```
electron density: 1.000e+10 cm^-3
electron temperature: 3.0 eV
cell width: 0.100 mm; cells: 33; box: 3.30 mm
sheets: 660; sheets per cell: 20
electrons per sheet area: 5.000e+06 cm^-2
Debye length: 0.1288 mm
plasma angular frequency: 5.6415e+09 rad/s
thermal speed sqrt(T/m): 726.39 km/s
run time: 2.2275 ns
time steps: 3.7125 and 0.2320 ps
-- static tests, quadratic shape unless named --
force on sheet 0, formula: -61.488591 eV/cm
force on sheet 0, difference: -61.488591 eV/cm
worst force error / max force, linear: 4.3e-10
worst force error / max force, quadratic: 1.8e-09
worst force error / max force, bandlimited: 6.2e-09
initial grid energy: 0.07337 eV/electron
energy change, half-cell shift: -2.337e-04 eV/electron
sum of sheet forces: 73.62563 eV/cm
same from common shift: 73.62563 eV/cm
same from alias sum: 73.62814 eV/cm
band-limited |sum F| / max |F|: 3.5e-14
-- one sheet alone, linear shape --
well depth: 10.9667 meV/electron
well frequency / plasma frequency: 0.22019
launch speed: 43.9187 km/s
speed after half a period: -43.9187 km/s
-- many sheets: EC energy-, MC momentum-conserving --
EC linear: max energy error, coarse: 2.138e-04 eV/electron
EC linear: max energy error, fine: 3.586e-05 eV/electron
EC linear: energy error ratio coarse/fine: 5.96
EC linear: max mean velocity, fine: 4.766e+03 m/s
EC linear: same / thermal speed: 6.56e-03
EC quadratic: max energy error, coarse: 5.732e-06 eV/electron
EC quadratic: max energy error, fine: 2.926e-08 eV/electron
EC quadratic: energy error ratio coarse/fine: 195.91
EC quadratic: max mean velocity, fine: 3.824e+02 m/s
EC quadratic: same / thermal speed: 5.26e-04
MC quadratic: max energy error, coarse: 1.757e-03 eV/electron
MC quadratic: max energy error, fine: 1.754e-03 eV/electron
MC quadratic: energy error ratio coarse/fine: 1.00
MC quadratic: max mean velocity, fine: 7.239e-10 m/s
MC quadratic: same / thermal speed: 9.97e-16
EC linear: drift change coarse to fine: 4.859 %
EC quadratic: drift change coarse to fine: 0.095 %
-- neglected effects over the run, rough inputs --
gas: 10 mTorr, 300 K; cross section 1e-15 cm^2
gas collisions per electron: 0.0831
ion plasma frequency x run time: 0.0466 rad
mean flight / 30 mm gap: 0.0861
run time / 13.56 MHz period: 0.0302
magnetic/electric force scale (v/c)^2: 5.87e-06
```
